# Even-order vacuum polarization in restricted and dual kinetic balance bases

Take a bare vanadium nucleus, $Z=23$, and compute the vacuum charge density of its $j=\tfrac12$ partial wave from 21 Gaussian exponents between $10^{-3}$ and $10^5$ (units of section 1). With restricted kinetic balance (RKB) the part of this density that is even in $Z$ shifts a 1s electron by 169 eV. With dual kinetic balance (DKB) and the same exponents the shift is below $10^{-10}$ eV. Both bases put the 1s level at $0.9858145\,mc^2$, so the bound level gives no warning. The exact density has no part even in $Z$ (Furry's theorem, obtained in section 2), so the 169 eV belong to the basis.

## 1. The density and its matrix form

Units are $\hbar=c=1$. The mass $m$ is kept in formulas and set to 1 in numbers, so lengths are in reduced Compton wavelengths, $\lambda_C=386.159$ fm. The electron field moves in a fixed external potential $V(r)\propto Z$, with no electron-electron interaction.

The charge operator is $\rho=-\tfrac e2[\psi^\dagger,\psi]$ with $\psi=\sum_{E>0}b_n\psi_n+\sum_{E<0}d_n^\dagger\psi_n$. In the vacuum $\langle dd^\dagger\rangle=\langle bb^\dagger\rangle=1$ are the surviving averages, so $\psi^\dagger\psi$ gives $\sum_{E<0}|\psi_n|^2$, the opposite ordering gives $\sum_{E>0}|\psi_n|^2$, and $\langle\rho\rangle=\tfrac e2\sum_n \mathrm{sgn}(E_n)|\psi_n|^2$.

Write $\psi=r^{-1}(P\,\Omega_{\kappa\mu},\,iQ\,\Omega_{-\kappa\mu})$ with real $P,Q$. The radial Dirac operator is

$$H_\kappa(V)=\begin{pmatrix} m+V & D_\kappa^\dagger\\ D_\kappa & -m+V\end{pmatrix},\quad D_\kappa=\frac{d}{dr}+\frac{\kappa}{r},\quad D_\kappa^\dagger=-D_{-\kappa}.$$

The $2|\kappa|$ normalized angular functions of one $\kappa$ form a rotationally closed set, so their squares sum to $2|\kappa|/4\pi$. The charge per unit radius, in units of $+e$, is then

$$\sigma_\kappa(r)=|\kappa|\sum_n \mathrm{sgn}(E_n)\,(P_n^2+Q_n^2).$$

In a finite space $B_\kappa$ with orthonormal functions $u_a=(P_a,Q_a)$ and matrix $H_{ab}=\langle u_a|H_\kappa|u_b\rangle$, inserting the eigenvectors gives

$$\sigma^B_\kappa(r)=|\kappa|\sum_{ab}(\mathrm{sgn}\,H)_{ab}\,(P_aP_b+Q_aQ_b).$$

This depends on the span alone. The span is taken independent of $Z$, and no eigenvalue is zero. Integrating over $r$ gives $|\kappa|\,\mathrm{tr\,sgn}H=|\kappa|(N_+-N_-)$, an integer that stays fixed as $Z$ varies until a level crosses zero.

## 2. Charge conjugation splits even from odd

Let $\tau_x$ exchange $P$ and $Q$. Exchanging rows and columns of $H_\kappa$, and using $D_\kappa=-D^\dagger_{-\kappa}$,

$$\tau_xH_\kappa(V)\tau_x=\begin{pmatrix}-m+V & D_\kappa\\ D_\kappa^\dagger & m+V\end{pmatrix}=-H_{-\kappa}(-V).$$

Since $\tau_x^2=1$, $\langle u_a|H_\kappa(V)|u_b\rangle=-\langle\tau_xu_a|H_{-\kappa}(-V)|\tau_xu_b\rangle$. The sign function of the negated matrix is the negated sign function, and $P_aP_b+Q_aQ_b$ is unchanged by the exchange. Therefore the density of $\kappa$ at charge $-Z$ in $B_\kappa$ is minus the density of $-\kappa$ at charge $Z$ in $\tau_xB_\kappa$.

The map connects $\kappa$ with $-\kappa$, so "one partial wave" must mean the pair with fixed $j=|\kappa|-\tfrac12$, $\sigma=\sigma_\kappa+\sigma_{-\kappa}$. Define the conjugate basis by $(CB)_{-\kappa}=\tau_xB_\kappa$. Summing over the pair, $\sigma^B(-Z)=-\sigma^{CB}(Z)$, and inserting this in $\tfrac12[\sigma^B(Z)\pm\sigma^B(-Z)]$ gives

$$\sigma^B_{\rm even}=\tfrac12\left[\sigma^B(Z)-\sigma^{CB}(Z)\right],\qquad \sigma^B_{\rm odd}=\tfrac12\left[\sigma^B(Z)+\sigma^{CB}(Z)\right].$$

The even part is half the disagreement between two finite approximations to the same problem. If $CB=B$ it vanishes at every $r$. The full function space has this property, which is Furry's theorem for the partial wave. Symmetry is thus sufficient; the converse is established below for particular bases, not in general. For a basis that depends on $Z$ the same steps give the condition $B(-Z)=CB(Z)$.

## 3. The orders in $Z$

For real $E\neq0$, with symmetric limits removing the part odd in $\omega$,

$$\frac1\pi\int_{-\infty}^{\infty}\frac{d\omega}{E-i\omega}=\frac1\pi\int_{-\infty}^\infty\frac{E\,d\omega}{E^2+\omega^2}=\mathrm{sgn}E .$$

Apply this to $H=H_0+V$, expand $(H-i\omega)^{-1}=G-GVG+GVGVG-\dots$ with $G=(H_0-i\omega)^{-1}$, and use free eigenstates with energies $E_a$ and signs $s_a$. With $z=i\omega$, the partial fraction $\frac{1}{(E_a-z)(E_b-z)}=\frac{1}{E_b-E_a}\left[\frac1{E_a-z}-\frac1{E_b-z}\right]$ and the minus sign of $-GVG$ give

$$(\mathrm{sgn}H)^{(1)}_{ab}=V_{ab}\,\frac{s_a-s_b}{E_a-E_b}.$$

At second order three denominators give $\sum_cV_{ac}V_{cb}f$ with $f=\sum_i s_i w_i$, $w_i=1/\prod_{j\ne i}(E_i-E_j)$. The product of three denominators falls as $z^{-3}$, so its $1/z$ coefficient vanishes: $\sum_iw_i=0$. Equal signs thus give $f=0$. If level $x$ has the sign opposite to $y$ and $t$, write $s_i=-s_x+2s_x\delta_{ix}$; the constant drops out and

$$f=\frac{2s_x}{(E_x-E_y)(E_x-E_t)},$$

which stays finite when $E_y=E_t$. The series $\sigma=\sum_k\sigma^{(k)}$, $\sigma^{(k)}\propto Z^k$, represents the density as long as it converges and no level has reached zero; past a crossing it may still converge, but to the continuation with the old signs and not to the density. Matching powers in section 2 gives $\sigma^{(k),B}=(-1)^{k+1}\sigma^{(k),CB}$ for the pair. Since $N_+-N_-$ is constant in $Z$, each order $k\ge1$ carries zero net charge in any basis.

## 4. The bases and their images

For $E\approx m$ the lower row of $H_\kappa$ gives $Q\approx D_\kappa P/2m$; for $E\approx-m$ the upper row gives $P\approx-D_\kappa^\dagger Q/2m=D_{-\kappa}Q/2m$. Take generators $g_L=r^{l_L+1}e^{-\zeta r^2}$ and $g_S=r^{l_S+1}e^{-\zeta r^2}$, where $l_L(\kappa)$ and $l_S(\kappa)=l_L(-\kappa)$ are the orbital momenta of $\Omega_\kappa$ and $\Omega_{-\kappa}$. For $\kappa=-1$, $(l_L,l_S)=(0,1)$.

- RKB: $(g_L,0)$ and $(0,D_\kappa g_L/2m)$.
- Inverse balance (IKB): $(D_{-\kappa}g_S/2m,0)$ and $(0,g_S)$.
- DKB: $(g_L,D_\kappa g_L/2m)$ and $(D_{-\kappa}g_S/2m,g_S)$.

For DKB, $\tau_x(g_L,D_\kappa g_L/2m)=(D_\kappa g_L/2m,g_L)$. The second DKB function of $-\kappa$ is $(D_{\kappa}g_S/2m,g_S)$ with $l_S(-\kappa)=l_L(\kappa)$, the same function provided the exponent $\zeta$ occurs there. Hence $C\,\mathrm{DKB}=\mathrm{DKB}$ when the large exponents of each $\kappa$ equal the small exponents of $-\kappa$.

For RKB the exchange gives $(0,g_L)$ and $(D_\kappa g_L/2m,0)$, which is IKB for $-\kappa$. For $|\kappa|=1$ the RKB spans are

$$\kappa=-1:\ P\in\{re^{-\zeta r^2}\},\quad Q\in\{D_{-1}re^{-\zeta r^2}=-2\zeta r^2e^{-\zeta r^2}\},$$
$$\kappa=+1:\ P\in\{r^2e^{-\zeta r^2}\},\quad Q\in\{D_{+1}r^2e^{-\zeta r^2}=(3r-2\zeta r^3)e^{-\zeta r^2}\}.$$

The small span of $\kappa=-1$ equals the large span of $\kappa=+1$. The other pair does not match: a combination $\sum_ic_i(3r-2\zeta_ir^3)e^{-\zeta_ir^2}$ lies in the span of the $re^{-\zeta_ir^2}$ only if its $r^3$ terms vanish, which by linear independence needs all $c_i=0$.

## 5. Order zero

In RKB choose orthonormal $\varphi_n$ in the large span that diagonalize the kinetic form, $\langle D\varphi_n|D\varphi_{n'}\rangle=p_n^2\delta_{nn'}$. Then $\chi_n=D\varphi_n/p_n$ are orthonormal and span the small space, and $\langle\chi_{n'}|D\varphi_n\rangle=p_n\delta_{nn'}$. The free matrix splits into blocks $h=\begin{pmatrix}m&p_n\\p_n&-m\end{pmatrix}$ with $h^2=E_n^2=m^2+p_n^2$, so the levels are $\pm E_n$ and $\mathrm{sgn}\,h=h/E_n$. The off-diagonal elements multiply $(\varphi_n,0)\cdot(0,\chi_n)=0$, leaving

$$\sigma_\kappa^{(0)}=|\kappa|\sum_n\frac{m}{E_n}\left(\varphi_n^2-\chi_n^2\right).$$

The spectrum is symmetric and the net charge is zero for each $\kappa$, yet the density need not vanish. With section 3, the RKB density has no net charge at any order of the series, so a charge count cannot reveal the even terms.

**Exact case.** The same blocks hold with $\varphi_p=\sqrt{2/\pi}\,pr\,j_0(pr)$ for $\kappa=-1$. From $j_0'=-j_1$, $\chi_p=-\sqrt{2/\pi}\,pr\,j_1$. For $\kappa=+1$, $\varphi_p\propto pr\,j_1$, and $j_1'=j_0-2j_1/x$ gives $\chi_p\propto pr\,j_0$. The roles are exchanged at equal $p$ and the pair cancels. One $\kappa$ alone does not. Insert $m/E=\frac2\pi\int_0^\infty m\,d\omega/(p^2+\mu^2)$, $\mu^2=m^2+\omega^2$. The $p$ integral $\frac2\pi\int dp\,(pr j_l)^2/(p^2+\mu^2)$ is the diagonal Green function $g_l$ of $-\partial_r^2+l(l+1)/r^2+\mu^2$, the regular times the decaying solution over their Wronskian, here $\mu$. With $x=\mu r$, $g_0=\sinh x\,e^{-x}/\mu$ and $g_1=(\cosh x-\sinh x/x)\,e^{-x}(1+1/x)/\mu$. Writing out the exponentials, $2\mu g_0=1-e^{-2x}$ and $2\mu g_1=1-x^{-2}+e^{-2x}(1+1/x)^2$, so

$$\sigma^{(0)}_{-1}(r)=\frac{2m}{\pi}\int_0^\infty\frac{d\omega}{2\mu x^2}\left[1-e^{-2x}(1+2x+2x^2)\right]>0,$$

because $e^{2x}>1+2x+2x^2$ for $x>0$. Adaptive quadrature gives $0.1568\,e/\lambda_C$ at $r=\lambda_C$. The presence of an even term in a single $\kappa$ is therefore no fault of a basis. Its value in a finite basis can still be far off. Integrating over $r$ first, by parts, gives $\int_0^\infty x^{-2}[\dots]dx=\int_0^\infty4xe^{-2x}dx=1$, so the exact density holds the net charge $\frac{2m}{\pi}\int_0^\infty\frac{d\omega}{2\mu^2}=\frac12$, whereas the finite bases hold none. At $r=\lambda_C$ the 21-exponent RKB and DKB bases of section 6 give 0.046 and 0.033 instead of 0.157.

**One exponent.** Label $\kappa=-1$ by $s$ and $\kappa=+1$ by $p$. Let $M_n=\int_0^\infty r^ne^{-2\zeta r^2}dr$; integration by parts gives $M_{n+2}=\frac{n+1}{4\zeta}M_n$, so $M_4,M_6,M_8$ are $\frac{3}{4\zeta},\frac{15}{16\zeta^2},\frac{105}{64\zeta^3}$ times $M_2=\sqrt\pi/[4(2\zeta)^{3/2}]$. Then $p_s^2=4\zeta^2M_4/M_2=3\zeta$. The norm of $(3r-2\zeta r^3)e^{-\zeta r^2}$ is $9M_2-12\zeta M_4+4\zeta^2M_6=\frac{15}4M_2$, so $p_p^2=\frac{15}{4}M_2/M_4=5\zeta$. Since $\chi_s^2=\varphi_p^2$,

$$\sigma^{(0)}=\frac{m}{E_s}(\varphi_s^2-\varphi_p^2)+\frac{m}{E_p}(\varphi_p^2-\chi_p^2).$$

At small $r$, $\varphi_s^2\to r^2/M_2$, $\chi_p^2\to9r^2/(\frac{15}4M_2)=\frac{12}5r^2/M_2$ and $\varphi_p^2=O(r^4)$. The mean values of $r^2$ are $\frac3{4\zeta}$ for $\varphi_s$, $\frac5{4\zeta}$ for $\varphi_p$, and $(9M_4-12\zeta M_6+4\zeta^2M_8)/(\frac{15}4M_2)=\frac{33}{16\zeta}\cdot\frac4{15}=\frac{11}{20\zeta}$ for $\chi_p$. Hence

$$\sigma^{(0)}\to\frac{r^2}{M_2}\left[\frac m{E_s}-\frac{12}5\frac m{E_p}\right],\qquad\int r^2\sigma^{(0)}dr=\frac m\zeta\left[\frac{7}{10E_p}-\frac1{2E_s}\right].$$

For $\zeta=1$, $E_s=2$ and $E_p=\sqrt6=2.449490$. The $r^2$ coefficient is $\frac{4\cdot2^{3/2}}{\sqrt\pi}\left(\frac12-\frac{2.4}{2.449490}\right)=-3.063\,e/\lambda_C^3$ and the second moment is $0.7/2.449490-0.25=0.0358\,e\lambda_C^2$: negative charge near the origin, balanced farther out. For $\zeta\ll m^2$ both weights tend to 1 and $\sigma^{(0)}\to\varphi_s^2-\chi_p^2$, the difference of two normalized functions from the unmatched spans, with no small parameter. For $\zeta\gg m^2$ both weights fall as $m/\sqrt\zeta$.

**The factor $m$.** With $\tau_z=\mathrm{diag}(1,-1)$ the off-diagonal elements change sign, so $\tau_zH(m,V)\tau_z=-H(-m,-V)$. The RKB span is invariant under $\tau_z$ and independent of $m$, so the argument of section 2 gives $\sigma_\kappa(m,Z)=-\sigma_\kappa(-m,-Z)$. In RKB every term even in $Z$ is odd in $m$.

## 6. The vanadium calculation

The nuclear charge is $\propto e^{-\eta r^2}$, for which $\langle r^2\rangle=3/2\eta$ and $V=-Z\alpha\,\mathrm{erf}(\sqrt\eta\,r)/r$. The rms radius is taken at its rough size, 3.6 fm $=0.009323\,\lambda_C$, so $\eta=1.5/0.009323^2=1.726\times10^4$. Also $a=Z\alpha=23\times0.00729735=0.167839$. The $N$ exponents form a geometric series from $10^{-3}$ to $10^5$; $N=21$ has ratio $\beta=10^{8/20}=2.512$. Integrals use the trapezoid rule in $\ln r$ (step 0.02, $r$ from $10^{-9}$ to 250). Each basis is orthonormalized by Cholesky factorization and diagonalized at $Z$, $0$ and $-Z$; orders 1 and 2 come from section 3.

Two measures are used. One is $L_1=\int|\sigma|dr$. The other is the first-order energy of a fixed nonrelativistic 1s cloud $4a^3r^2e^{-2ar}$. Its charge inside $r$ is $1-e^{-2ar}(1+2ar+2a^2r^2)$ and the outer shells add $\int_r^\infty4a^3r'e^{-2ar'}dr'=e^{-2ar}(a+2a^2r)$, so

$$U(r)=\frac1r-e^{-2ar}\left(a+\frac1r\right),\qquad\Delta E=-\alpha\int\sigma U\,dr,$$

the minus sign coming from the electron charge, with $mc^2=510999$ eV converting to eV. The remainder "odd $\ge3$" is $\sigma_{\rm odd}-\sigma^{(1)}$.

| $\Delta E$ | $N=17$ | 21 | 25 |
|---|---|---|---|
| RKB order 0 (eV) | 170.2 | 169.5 | 166.3 |
| RKB order 1 (eV) | 1.43 | 1.50 | 1.53 |
| DKB order 1 (eV) | 1.14 | 1.19 | 1.21 |
| RKB order 2 (meV) | −6.50 | −4.41 | −3.17 |
| RKB odd $\ge3$ (meV) | 1.080 | 1.024 | 0.988 |
| DKB odd $\ge3$ (meV) | 0.950 | 0.944 | 0.935 |

For DKB the whole even part has $|\Delta E|<10^{-10}$ eV at all three $N$.

## 7. Weighing the terms

**Order 0.** At $N=21$, $L_1=1.76\,e$, of which $1.67\,e$ lies at $r>1$ and $0.008\,e$ at $r<0.1$, as expected from the weight $m/E_n$ if a function at radius $r$ has $p\sim1/r$. The momenta of the two $\kappa$ do not match: the lowest are 0.0487 and 0.0654. Since $U$ falls from $U(0)=a$ to 0 and the net charge is zero, positive and negative parts each hold $L_1/2$, and $|\Delta E|\le\alpha mc^2a\,L_1/2=0.00729735\times510999\times0.167839\times0.88\approx550$ eV. The value 169.5 eV is about 0.3 of this bound and $169.5/1.186\approx143$ times the DKB first-order term. Between $N=17$ and 25 denser exponents reduce it only slightly: the energy drops by 2% of its initial value and $L_1$ goes from 1.78 to 1.72. Most of this change comes after $N=21$, and the fall continues, to 158 eV at $N=33$ and 140 eV at $N=49$, so no limit for dense exponents can be read from these values. The end exponents $10^{-3}$ and $10^5$ are held fixed in this comparison. Since nearly all of this charge lies at $r>1$, where the diffuse functions reach, 169 eV is a value for this range of exponents and not a constant of RKB. At the same ratio $\beta$, a lowest exponent of $10^{-2.2}$, $10^{-4.2}$ or $10^{-5}$ gives 118, 196 or 201 eV with $L_1=1.33$, 2.38 or $2.80\,e$, while raising the highest exponent to $10^{6.2}$ leaves 169.5 eV unchanged.

**Order 1.** This term carries no net charge in the basis and no charge renormalization has been applied, so it is not an observable shift. It drifts with $N$ in both bases.

**Order 2.** This term matters once orders 0 and 1 are subtracted to isolate the higher orders. At $N=21$ it is $4.41/0.944=4.7$ times the DKB odd remainder in size, with the opposite sign: in RKB the sum of order 2 and the odd remainder is $-4.41+1.02=-3.39$ meV. The order-2 term halves between $N=17$ and 25, from $-6.50$ to $-3.17$ meV, and is $-1.84$ meV at $N=33$, where the factor 4.7 has become 2.0. In DKB each $\kappa$ has a second-order density, $L_1=6.4\times10^{-5}e$ for $\kappa=-1$, while the pair leaves $8\times10^{-16}e$; in RKB the pair leaves $4.6\times10^{-5}e$.

**Odd remainder.** Taking the odd part of RKB removes the even terms by construction and, by section 2, averages RKB with IKB, the two densities obeying that identity to $7\times10^{-13}e$ in $L_1$. With the lowest exponent at $10^{-3}$, IKB is the poorer basis for the 1s level: $0.9860837$ against the point-nucleus Dirac value $\sqrt{1-a^2}=0.9858144$, an error of 1.9% of the binding energy $1-0.9858144$. Each of its large functions for $\kappa=-1$ obeys $\int rP\,dr=\frac1{2m}\int(rg_S)'\,dr=0$, which the nodeless 1s function does not. The compensation must come from large $r$, so the error depends mainly on the lowest exponent: at the same ratio it is 23% for $10^{-2.2}$ and 0.04% for $10^{-4.2}$, while denser exponents at fixed ends lower it slowly, to 1.2% at $N=49$. It concerns the level and is no measure of the error in the density. The RKB remainder exceeds the DKB one by 14%, 8% and 6% of the latter as $N$ grows. The DKB value itself moves by 1.6% of its $N=25$ value over this range at fixed end exponents, and it falls further to 0.921 meV at $N=33$, so symmetry has removed the even terms without making the odd ones converged.

**Symmetry against balance.** Three variants at $N=21$ separate the two. Let $A$ be the exponent set and $A'=\sqrt\beta A$. DKB with large set $A$ and small set $A'$ in both $\kappa$ violates the matching condition and has an even part with $L_1=3.27\,e$ and $\Delta E=-89.6$ eV. DKB with $(A,A')$ for $\kappa=-1$ and $(A',A)$ for $\kappa=+1$ satisfies it, and $L_1=2\times10^{-12}e$. RKB for $\kappa=-1$ paired with IKB for $\kappa=+1$ is its own conjugate with no dual balance at all, and $L_1=1\times10^{-12}e$.
